Bottom undercut of an isotropically etched film after 20 percent overetch

**Problem**

A film of uniform thickness h lies on a flat substrate and is covered by a mask with a long, straight edge. An etchant removes the exposed film at the same rate R in every direction. It attacks neither the mask nor the substrate, and it does not run ahead along the interface between mask and film. Etching continues after the film in the open area has cleared, for a further 20 percent of the clearing time. How far under the mask has the film been removed at its bottom, where it meets the substrate?

Evaluate the result for an aluminium film 500 nm thick, etched at 500 nm/min beneath a masked line 2000 nm wide. Then decide which neglected effects matter most.

Let x be the horizontal distance from the mask edge, positive under the mask, and let z be the depth below the top of the film. The substrate surface is at z = h. Time t starts when the film itself begins to etch. The open film clears at

t_c = h/R.

With overetch fraction f, the total time is (1 + f)t_c. The etched distance is therefore

r = Rt = (1 + f)h.

The bottom undercut u is the value of x at which the remaining film touches the substrate. It is counted for one edge of the line.

**First estimate by scaling**

Two lengths matter shortly after clearing. One is the film thickness h. The other is the extra distance that the etchant could have advanced during the overetch,

e = fh.

A tempting estimate is u ≈ e = 0.2h, as if a vertical film wall started to recede at the moment of clearing. But the etchant has been working sideways under the mask from the beginning, so the wall is already curved when the film clears.

The attack under the mask spreads from the mask edge. By the clearing time it has travelled a distance h, so the lower part of the front has a radius of curvature of about h. Near its lowest point, such a curve rises by approximately x²/(2h) at horizontal distance x.

Had there been more film below, the lowest point of the front would now lie a distance e beneath the substrate surface. The foot of the remaining film is where the rise of the curve makes up this distance:

u²/(2h) ≈ e = fh.

Multiplication by 2h gives u² ≈ 2fh², and hence

u ≈ h√(2f).

For f = 0.2 this is 0.632h, about three times the tempting estimate. The square root shows why a short overetch matters: the front meets the substrate at a grazing angle, so a small further advance uncovers a wide strip.

**Exact solution**

*The shape of the front.* An isotropic rate means that, during a short time dt, the etchant removes all film within a distance R dt of the surface exposed at that moment. On a smooth surface this is motion at speed R along the normal. At the mask edge, where the exposed surface ends, the same rule makes the attack fan out under the mask.

Consider a point P = (x, z) in the film under the mask, with x > 0. The surface exposed at the start is the top of the film in the opening, with points (x′, 0) and x′ ≤ 0. The distance from such a point to P is

√((x − x′)² + z²).

Since x is positive and x′ is not, this distance is smallest at x′ = 0, the mask edge. Its smallest value is

d = √(x² + z²).

The point P cannot be removed before time d/R. Each newly removed point lies within R dt of a point exposed just before it. Following these steps back to the starting surface gives a path no longer than Rt, and no such path can be shorter than d.

Nor is P removed later than d/R. The straight segment from the mask edge to P lies wholly within the film layer, and the attack can advance along it by R dt in each interval dt. The arrival time at P is therefore

T(x, z) = √(x² + z²)/R.

At time t the front under the mask is the set of points with T = t:

x² + z² = r².

This is a circular arc centred on the mask edge. The argument also holds after clearing, because the straight segment to any point at the bottom of the film still lies within the layer. The inert substrate cuts the arc off at z = h and leaves the rest of it unchanged.

*The foot.* Setting z = h and x = u gives

u² + h² = r²,

u = √(r² − h²).

With r = (1 + f)h,

u = h√((1 + f)² − 1) = h√(2f + f²).

For 20 percent overetch,

u = h√(1.44 − 1) = h√0.44 = 0.663h.

The bottom undercut is thus 0.66 times the film thickness. Directly beneath the mask, where z = 0, the undercut is larger and equals r = 1.2h.

The result requires r ≥ h, since there is no foot on the substrate before clearing. For a line of width W, film remains attached to the mask only if W > 2r; otherwise the two fronts have met beneath it.

*The speed of the foot.* Differentiating u² = r² − h² with respect to time, with h fixed and dr/dt = R, gives

2u du/dt = 2rR,

du/dt = Rr/u.

This exceeds R because r > u. No material is being etched faster than the stated rate: the foot is the intersection of a sloping surface with the substrate, and such an intersection can move faster than the surface does along its normal. At the moment of clearing u = 0 and the formula diverges, which is the grazing contact found in the estimate.

*The angle at the foot.* Differentiating x² + z² = r² along the arc at fixed time gives 2x dx + 2z dz = 0, so |dz/dx| = x/z. At the foot the film therefore ends in a wedge whose angle α to the substrate satisfies

tan α = u/h.

Since u² + h² = r², this is equivalent to sin α = u/r, and the foot speed can be written R/sin α.

**Comparison of the two**

The difference is clearest when the exact result is factored:

u² = r² − h² = (r − h)(r + h).

The first factor is e = fh, the same as in the estimate. The second is (2 + f)h, where the estimate has 2h. Hence

u_exact/u_estimate = √((2 + f)/2) = √(1 + f/2).

At f = 0.2 the estimate gives 0.632h and the exact result is 0.663h, so the estimate is low by about 5 percent of the exact value. Its error vanishes as f → 0 and grows with overetch. At 50 percent overetch it gives h, while the exact undercut is 1.118h.

The square-root behaviour can be seen in the exact values. At 5 percent overetch u = 0.320h, and at 10 percent u = 0.458h. Raising the overetch from 5 to 20 percent, a factor of four, roughly doubles the undercut.

The opposite limit is a long overetch, with r much larger than h. Then

u = r√(1 − h²/r²) ≈ r − h²/(2r).

The bottom undercut approaches the top undercut r, and the wall becomes steep. At 20 percent overetch this limit is still far away, and the small-f estimate is the useful one.

The circular front can also be checked without assuming it. If T is the arrival time, the surfaces T = t and T = t + dt are separated by R dt, so |∇T| = 1/R. A numerical solution of this equation gave u/h = 0.6492 with 200 grid cells across the film thickness and 0.6553 with 400. If the error is taken as proportional to the cell size, extrapolation gives

2 × 0.6553 − 0.6492 = 0.6614.

This differs from 0.6633 by about 0.3 percent of the latter. The proportionality is only approximate: halving the cell size reduced the error from 0.0141 to 0.0080, which is less than a halving, so the extrapolation does not remove all of it.

**The aluminium film**

The clearing time is 500 nm divided by 500 nm/min, or 60 s. The overetch adds 12 s, for a total of 72 s. The etched distance is

r = 1.2 × 500 nm = 600 nm,

and the bottom undercut is

u = 0.6633 × 500 nm = 332 nm (3.32 × 10⁻⁷ m).

During the 12 s of overetch a surface advances only 100 nm along its normal, yet the foot moves 332 nm. At the end it is still moving at 1.809R = 905 nm/min. The wedge angle is 33.6°.

Both edges of the line are undercut. Its width at the bottom is

2000 nm − 2 × 331.7 nm = 1337 nm,

and at the top it is

2000 nm − 2 × 600 nm = 800 nm.

The line stays attached to its mask, but its cross-section is far from rectangular.

**How firmly is the number fixed?**

For a small change in etched distance at fixed thickness, u² = r² − h² gives u du = r dr. Division by u² yields

du/u = (r²/u²)(dr/r).

At 20 percent overetch the factor is 1.44/0.44 = 3.27: a small relative error in etched distance becomes a relative error about 3.3 times as large in the undercut. The following cases each change one thing and keep the other settings of the example. The percentages and the delay are assumed values.

*Uneven rate.* Suppose that the rate at one place on the wafer is 5 percent low or high while the total time stays at 72 s. Then r is 1.14h or 1.26h, and the undercut is 0.547h or 0.767h.

*Ions striking the open floor.* Suppose that ions raise the downward rate in the opening to vR, with v = 1.05, but leave the rate under the mask at R. The film clears sooner. If the total time is still 1.2 times the clearing time, the attack from the mask edge has travelled

r = 1.2h/1.05 = 1.143h,

which gives u = 0.553h.

Here one must check that attack starting lower down does not arrive first. The descending floor exposes the film wall at x = 0 and depth s at time s/(vR). Attack from there reaches the bottom point (x, h) at

t(s) = s/(vR) + √(x² + (h − s)²)/R.

Its derivative is

dt/ds = (1/R)[1/v − (h − s)/√(x² + (h − s)²)].

The last fraction is largest at s = 0. The derivative is therefore nowhere negative if h/√(x² + h²) ≤ 1/v, which means x ≥ h√(v² − 1) = 0.320h. The foot at 0.553h satisfies this condition, so attack from the mask edge does arrive first. With r = 1.2h/v the condition reads 1.44/v² ≥ v², so the formula holds only for v up to √1.2 ≈ 1.095; for a faster floor the attack that starts lower on the wall sets the foot. A grid solution of this altered problem gave 0.551h.

*Faster etching after clearing.* Once the open film has gone, less etchant is consumed and the rate may rise. A common change of rate everywhere alters the timing of the front but not its sequence of shapes, so r is the accumulated etched distance. If the rate rises by 20 percent at clearing,

r = h + 0.2 × 1.2h = 1.24h,

and u = 0.733h. The corresponding grid solution gave 0.731h.

*Native oxide.* Suppose that 6 s pass before the oxide is gone and the metal starts to etch, and that the overetch is taken as 20 percent of the whole 66 s to clearing. The overetch then lasts 13.2 s. This gives r = 1.22h and u = 0.699h.

*Depletion of chlorine under the mask.* Take the gas to be pure Cl₂ at 100 mTorr and 330 K. With a molecular diameter of roughly 0.5 nm, the mean free path is about 0.3 mm, far larger than the cavity, so the molecules travel mainly from wall to wall. The film loses 5.02 × 10²⁰ aluminium atoms per m² and second. Forming AlCl₃ takes 1.5 Cl₂ molecules per atom, while the kinetic theory of gases gives an impact flux of p/√(2πmk_BT) = 2.29 × 10²³ molecules per m² and second, where p is the pressure, m the mass of a Cl₂ molecule, k_B Boltzmann's constant and T here the gas temperature. The reaction probability per impact is therefore

s_r = 1.5 × 5.02 × 10²⁰/(2.29 × 10²³) = 0.0033.

At the end of the etch, the cavity entrance has height h and the etched arc has length r arcsin(h/r) = 1.182h. Treat the gas in the cavity as well mixed, with impact flux Γ, and let Γ₀ be the flux outside. Inflow equals outflow plus consumption:

Γ₀h = Γh + s_rΓ(1.182h).

The relative deficit is

1 − Γ/Γ₀ = 1.182s_r/(1 + 1.182s_r) = 0.39 percent.

If the etch rate were lowered by this fraction throughout, u would be 0.655h. This is a balance estimate, not a solution of the gas transport, but it indicates that depletion under the mask is a small correction for the gas assumed here. If the etching uses up much of the chlorine near the wafer, Γ₀ is lower; the same etch rate then implies a larger s_r and a larger deficit.

**The model and real aluminium etching**

The thickness, rate, pressure and temperature are rough values for plasma etching of aluminium in chlorine. Chlorine attacks oxide-free aluminium chemically, without needing ion impact, which is why an isotropic model is a reasonable starting point for unprotected walls. Processes meant to produce steep aluminium lines break this assumption deliberately: a deposited layer protects the sidewalls. If that protection were complete, the undercut would fall from 0.66h to zero; partial protection is not covered by the formula. Among the cases computed above for unprotected walls, and with the sizes assumed there, the 5 percent changes in local rate or floor rate matter most, each moving the result by about 0.1h. Other assumed sizes change this order readily: a rise in rate of 30 rather than 20 percent at clearing gives r = 1.26h, the same as the local rate 5 percent high, and a rise of about 35 percent or more moves the result further than any other case computed here. The value 0.66h should therefore be read as the geometrical result for uniform isotropic etching, and a mask allowance based on it needs a margin for rate variation. The computed values are collected in the numerical output below.

Table of computed values

```
INPUTS (rough or assumed)
film thickness: 500 nm
etch rate: 500 nm/min
overetch: 20 percent
masked line width: 2000 nm
chlorine pressure: 100 mTorr
gas temperature: 330 K
RESULT
clear time: 60.0 s
overetch time: 12.0 s
total time: 72.0 s
etched distance r: 600.0 nm
bottom undercut / thickness, formula: 0.6633
same, grid with 200 cells: 0.6492
same, grid with 400 cells: 0.6553
same, extrapolated grid: 0.6614
bottom undercut: 331.7 nm
top undercut: 600.0 nm
remaining line width, bottom: 1336.7 nm
remaining line width, top: 800.0 nm
wedge angle at foot: 33.6 degrees
foot speed / etch rate, formula: 1.809
foot speed / etch rate, grid secant: 1.822
foot speed: 905 nm/min
sensitivity factor, formula: 3.27
sensitivity factor, grid: 3.29
small-overetch estimate / thickness: 0.6325
u_b/h at 0 percent overetch: 0.0000
u_b/h at 5 percent overetch: 0.3202
u_b/h at 10 percent overetch: 0.4583
u_b/h at 50 percent overetch: 1.1180
NEGLECTED EFFECTS: bottom undercut / thickness
rate 5 percent low: 0.547
rate 5 percent high: 0.767
open floor 5 percent faster: 0.553 (grid 0.551)
rate 20 percent higher after clearing: 0.733 (grid 0.731)
oxide delay 6 s in overetch base: 0.699
aluminium removal flux: 5.02e+20 atoms/(m2 s)
incident Cl2 flux: 2.29e+23 molecules/(m2 s)
Cl2 reaction probability: 0.0033
Cl2 mean free path: 308 um
etched wall / cavity entrance: 1.182
chlorine deficit in cavity: 0.39 percent
undercut ratio with this deficit throughout: 0.655
```
